# Thermal photons and single-molecule coupling in an infrared microcavity: a program that tests the result

```python
"""
Thermal photons and single-molecule coupling in an infrared microcavity.

Results under test:
  n = 1/(exp(h c nu/(k T)) - 1)        thermal photon number of the empty mode
  Omega = 2 sqrt(sum g_i^2)            resonant collective splitting
  g_rms = Omega/(2 sqrt(N)), N = rho V root-mean-square molecular coupling
  Omega^2 = 8 pi omega rho mu^2 / 3    (atomic units, isotropic molecules)
nu: mode and vibration wavenumber; T: temperature; rho: number density;
V: volume between the mirrors; mu: vibrational transition dipole.
Energies are in cm^-1 unless a name ends in _au (hartree atomic units).
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad

# Model parameters
nu = 2000.0             # cm^-1
temperature = 300.0     # K
splitting = 100.0       # cm^-1
density_nm3 = 6.0       # molecules per nm^3
side_um = 10.0          # side of the lateral square, micrometre

# Unit conversions
k_cm = const.k / (const.h * const.c) / 100.0
hartree_cm = const.physical_constants[
    "hartree-inverse meter relationship"][0] / 100.0
bohr = const.physical_constants["Bohr radius"][0]
dipole_au_SI = const.e * bohr
debye_SI = 1e-21 / const.c


def planck(wavenumber, temp):
    return 1.0 / np.expm1(wavenumber / (k_cm * temp))


def boltzmann_mean(wavenumber, temp):
    """Mean photon number by an explicit sum over number states."""
    m = np.arange(80)
    weights = np.exp(-m * wavenumber / (k_cm * temp))
    return np.sum(m * weights) / np.sum(weights)


# Thermal photon number
n_thermal = planck(nu, temperature)
assert np.isclose(n_thermal, boltzmann_mean(nu, temperature), rtol=1e-10)
target_number = 1e-4
temp_target = nu / (k_cm * np.log(1.0 + 1.0 / target_number))
assert np.isclose(boltzmann_mean(nu, temp_target), target_number, rtol=1e-10)

# Cavity geometry and coupling from the splitting
length_um = 1e4 / (2.0 * nu)


def molecules_in_mode(side):
    return density_nm3 * 1e9 * side**2 * length_um


def coupling_rms(side):
    return splitting / (2.0 * np.sqrt(molecules_in_mode(side)))


volume_um3 = side_um**2 * length_um
n_molecules = molecules_in_mode(side_um)
g_rms = coupling_rms(side_um)
g_max = np.sqrt(6.0) * g_rms

# Transition dipole implied by splitting and density
omega_au = nu / hartree_cm
splitting_au = splitting / hartree_cm
density_au = density_nm3 * 1e27 * bohr**3
mu_au = splitting_au * np.sqrt(3.0 / (8.0 * np.pi * omega_au * density_au))


def vacuum_field(z_over_length, volume_au):
    """Zero-point field amplitude of the standing wave, atomic units."""
    return (np.sqrt(2.0 * np.pi * omega_au / volume_au)
            * np.sqrt(2.0) * np.sin(np.pi * z_over_length))


# Electric zero-point energy must be a quarter of the photon energy
test_volume = 1.0e6
electric_energy = test_volume * quad(
    lambda s: vacuum_field(s, test_volume)**2 / (8.0 * np.pi), 0, 1)[0]
assert np.isclose(electric_energy, omega_au / 4.0, rtol=1e-9)


def diagonalize_molecules(m):
    """m*m molecules: m positions times m orientations, at fixed density."""
    midpoints = (np.arange(m) + 0.5) / m
    cosines = 2.0 * midpoints - 1.0
    count = m * m
    field = vacuum_field(midpoints, count / density_au)
    g = mu_au * np.outer(cosines, field).ravel() * hartree_cm
    ham = np.diag(np.full(count + 1, nu))
    ham[0, 1:] = g
    ham[1:, 0] = g
    levels = np.linalg.eigvalsh(ham)
    dark = int(np.sum(np.abs(levels - nu) < 1e-6))
    return count, levels[-1] - levels[0], dark


# The orientation grid has a relative error 1/(2 m^2) in the splitting
small = diagonalize_molecules(16)
large = diagonalize_molecules(28)
for count, found, dark in (small, large):
    assert abs(found / splitting - 1.0) < 3e-3
    assert dark == count - 1

# Full quadratic Hamiltonian, frequency unit nu:
# H = (p^2 + x^2)/2 + sum_i [(P_i - c_i x)^2 + X_i^2]/2, with c_i = 2 g_i
shape = np.array([1.0, -0.4, 0.7, 0.2, 1.3])
g_few = shape / np.linalg.norm(shape) * splitting / (2.0 * nu)
c = 2.0 * g_few
size = len(c)
motion = np.zeros((2 + 2 * size, 2 + 2 * size))   # order: x, p, X_i, P_i
motion[0, 1] = 1.0
motion[1, 0] = -1.0 - np.sum(c**2)
motion[1, 2 + size:] = c
for i in range(size):
    motion[2 + i, 2 + size + i] = 1.0
    motion[2 + i, 0] = -c[i]
    motion[2 + size + i, 2 + i] = -1.0
freq = np.sort(np.linalg.eigvals(motion).imag)[-(size + 1):] * nu
lower, upper = freq[0], freq[-1]
half = splitting / 2.0
assert abs((upper - lower) - splitting) < 1e-5
assert abs(upper - (np.sqrt(nu**2 + half**2) + half)) < 1e-5
assert abs(lower - (np.sqrt(nu**2 + half**2) - half)) < 1e-5
assert np.all(np.abs(freq[1:-1] - nu) < 1e-4)

# Single-molecule coupling from the dipole in SI units, in the real box
omega_SI = 2.0 * np.pi * const.c * nu * 100.0
field_SI = np.sqrt(const.hbar * omega_SI
                   / (2.0 * const.epsilon_0 * volume_um3 * 1e-18))
to_cm = 1.0 / (const.h * const.c * 100.0)
mu_SI = mu_au * dipole_au_SI
g_max_SI = mu_SI * np.sqrt(2.0) * field_SI * to_cm
mean_square = (quad(lambda u: u**2, -1, 1)[0] / 2.0
               * quad(lambda s: np.sin(np.pi * s)**2, 0, 1)[0])
assert np.isclose(g_max_SI, g_max, rtol=1e-6)
assert np.isclose(g_max_SI * np.sqrt(mean_square), g_rms, rtol=1e-6)

print(f"mode wavenumber: {nu:.0f} cm^-1")
print(f"temperature: {temperature:.0f} K")
print(f"collective splitting: {splitting:.0f} cm^-1")
print(f"number density: {density_nm3:.1f} nm^-3")
print(f"lateral side: {side_um:.0f} micrometre")
print(f"thermal energy kT: {k_cm * temperature:.2f} cm^-1")
print(f"ratio h c nu/(kT): {nu / (k_cm * temperature):.4f}")
print(f"thermal photon number: {n_thermal:.3e}")
print(f"temperature for n = {target_number:.0e}: {temp_target:.1f} K")
print(f"lower polariton, full model: {lower:.2f} cm^-1")
print(f"upper polariton, full model: {upper:.2f} cm^-1")
print(f"splitting, full model: {upper - lower:.4f} cm^-1")
print(f"lower polariton occupation: {planck(lower, temperature):.3e}")
print(f"upper polariton occupation: {planck(upper, temperature):.3e}")
print(f"mirror distance: {length_um:.2f} micrometre")
print(f"mode volume: {volume_um3:.1f} micrometre^3")
print(f"number of molecules: {n_molecules:.3e}")
print(f"square root of that number: {np.sqrt(n_molecules):.3e}")
print(f"collective coupling G: {half:.1f} cm^-1")
print(f"rms single-molecule coupling: {g_rms:.3e} cm^-1")
print(f"rms single-molecule coupling: {g_rms / hartree_cm:.3e} hartree")
print(f"largest single-molecule coupling: {g_max:.3e} cm^-1")
for side in (5.0, 100.0):
    print(f"side {side:.0f} micrometre: N = {molecules_in_mode(side):.3e}, "
          f"g_rms = {coupling_rms(side):.3e} cm^-1")
print(f"mode energy: {omega_au:.4e} hartree")
print(f"splitting: {splitting_au:.4e} hartree")
print(f"density: {density_au:.4e} bohr^-3")
print(f"implied transition dipole: {mu_au:.4f} e bohr")
print(f"implied transition dipole: {mu_SI / debye_SI:.3f} debye")
for count, found, dark in (small, large):
    print(f"diagonalized {count} molecules: splitting {found:.2f} cm^-1, "
          f"dark states {dark}")
print("OK")
```

Running it gives:

```
mode wavenumber: 2000 cm^-1
temperature: 300 K
collective splitting: 100 cm^-1
number density: 6.0 nm^-3
lateral side: 10 micrometre
thermal energy kT: 208.51 cm^-1
ratio h c nu/(kT): 9.5918
thermal photon number: 6.829e-05
temperature for n = 1e-04: 312.4 K
lower polariton, full model: 1950.62 cm^-1
upper polariton, full model: 2050.62 cm^-1
splitting, full model: 100.0000 cm^-1
lower polariton occupation: 8.654e-05
upper polariton occupation: 5.357e-05
mirror distance: 2.50 micrometre
mode volume: 250.0 micrometre^3
number of molecules: 1.500e+12
square root of that number: 1.225e+06
collective coupling G: 50.0 cm^-1
rms single-molecule coupling: 4.082e-05 cm^-1
rms single-molecule coupling: 1.860e-10 hartree
largest single-molecule coupling: 1.000e-04 cm^-1
side 5 micrometre: N = 3.750e+11, g_rms = 8.165e-05 cm^-1
side 100 micrometre: N = 1.500e+14, g_rms = 4.082e-06 cm^-1
mode energy: 9.1127e-03 hartree
splitting: 4.5563e-04 hartree
density: 8.8911e-04 bohr^-3
implied transition dipole: 0.0553 e bohr
implied transition dipole: 0.141 debye
diagonalized 256 molecules: splitting 99.80 cm^-1, dark states 255
diagonalized 784 molecules: splitting 99.94 cm^-1, dark states 783
OK
```
